# Callaway's Conductivity Correction from Crystal-Momentum Conservation in Normal Phonon Collisions: a program that tests the result

```python
"""
Result under test: phonon conductivity with momentum-conserving normal collisions,
    kappa = <c v^2 tC>/3 + I^2/(3 J),
    I = <c v (q/omega) tC/tN>,  J = <c (q/omega)^2 tC/(tN tR)>,
where <f> = sum over branches of integral q^2 dq f/(2 pi^2), c is the heat
capacity per mode, v the group speed, q the wave number, omega the angular
frequency, tN and tR the normal and resistive times, 1/tC = 1/tN + 1/tR.
The first term alone treats every collision as resistive.
The drift velocity is u = -(G/T) I/J for a temperature gradient G.
All internal quantities are in SI units. Material parameters are round model
values in the rough regime of a polycrystalline diamond heat spreader.
"""
import numpy as np
from scipy.constants import hbar, k as kB
from scipy.optimize import brentq

T_ROOM = 300.0
SPEED = 13e3             # m/s
Q_MAX = 17e9             # 1/m
OMEGA_REF = 1e14         # rad/s
RATE_NORMAL = 2e10       # 1/s at OMEGA_REF and 300 K
RATE_UMKLAPP = 2e10      # 1/s at OMEGA_REF and 300 K
RATE_DEFECT = 2e9        # 1/s at OMEGA_REF
T_UMKLAPP = 600.0        # K, activation temperature
GRAIN = 10e-6            # m
THICKNESS = 300e-6       # m
FLUX = 1e7               # W/m^2


def make_modes(speeds, dispersive=False, nodes=200):
    """Radial quadrature: wave number, frequency, group speed, weight."""
    x, wx = np.polynomial.legendre.leggauss(nodes)
    q = 0.5 * Q_MAX * (x + 1)
    weight = 0.5 * Q_MAX * wx * q**2 / (2 * np.pi**2)
    parts = []
    for s in speeds:
        if dispersive:
            phase = np.pi * q / (2 * Q_MAX)
            omega = 2 * s * Q_MAX / np.pi * np.sin(phase)
            group = s * np.cos(phase)
        else:
            omega, group = s * q, s * np.ones_like(q)
        parts.append(np.array([q, omega, group, weight]))
    return np.concatenate(parts, axis=1)


def rates(modes, T, normal_power=2, normal_scale=1.0, boundary=1.0):
    """Normal and total resistive collision rates."""
    _, omega, group, _ = modes
    s = omega / OMEGA_REF
    normal = normal_scale * RATE_NORMAL * s**normal_power * T / T_ROOM
    umklapp = (RATE_UMKLAPP * s**2 * T / T_ROOM
               * np.exp(-T_UMKLAPP * (1 / T - 1 / T_ROOM)))
    resistive = umklapp + RATE_DEFECT * s**4 + boundary * group / GRAIN
    return normal, resistive


def planck(omega, T):
    return 1 / np.expm1(hbar * omega / (kB * T))


def mode_heat(omega, T):
    n = planck(omega, T)
    return (hbar * omega)**2 * n * (n + 1) / (kB * T**2)


def callaway(modes, rate_n, rate_r, T):
    """Derived formulas, including the two limiting conductivities."""
    q, omega, v, weight = modes
    c = weight * mode_heat(omega, T)
    slow = q / omega
    t_c = 1 / (rate_n + rate_r)
    I = np.sum(c * v * slow * t_c * rate_n)
    J = np.sum(c * slow**2 * t_c * rate_n * rate_r)
    out = {"I": I, "J": J, "C": np.sum(c)}
    out["rta"] = np.sum(c * v**2 * t_c) / 3
    out["drift"] = I**2 / (3 * J)
    out["total"] = out["rta"] + out["drift"]
    out["r_only"] = np.sum(c * v**2 / rate_r) / 3
    out["strong_n"] = (np.sum(c * v * slow)**2
                       / (3 * np.sum(c * slow**2 * rate_r)))
    out["n_share"] = I / np.sum(c * v * slow)
    return out


def flux_from_definition(modes, rate_n, rate_r, T, G, conserve=True):
    """Solve with the full displaced Planck function; return -flux/G and u."""
    q, omega, v, weight = (a[:, None] for a in modes)
    rn, rr = rate_n[:, None], rate_r[:, None]
    mu, wmu = np.polynomial.legendre.leggauss(12)
    full_weight = weight * wmu[None, :] / 2
    h = 0.01
    dn_dT = (planck(omega, T + h) - planck(omega, T - h)) / (2 * h)
    n0 = planck(omega, T)

    def occupations(u):
        shifted = planck(omega - q * mu * u, T)
        n = (rr * n0 + rn * shifted - v * mu * G * dn_dT) / (rn + rr)
        return n, shifted

    def momentum_change(u):
        n, shifted = occupations(u)
        return np.sum(full_weight * hbar * q * mu * (n - shifted) * rn)

    u = brentq(momentum_change, -500.0, 500.0) if conserve else 0.0
    n, _ = occupations(u)
    flux = np.sum(full_weight * hbar * omega * v * mu * n)
    return -flux / G, u


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# Displaced Planck function: balance of merging and splitting of three phonons.
w1, w2, q1, q2, drift = 0.7e14, 1.1e14, 4e9, 7e9, 900.0


def imbalance(reciprocal):
    q3 = q1 + q2 - reciprocal
    n1, n2, n3 = (planck(w - k_ * drift, T_ROOM)
                  for w, k_ in ((w1, q1), (w2, q2), (w1 + w2, q3)))
    gain, loss = n1 * n2 * (n3 + 1), (n1 + 1) * (n2 + 1) * n3
    return (gain - loss) / gain


balance_normal, balance_umklapp = imbalance(0.0), imbalance(2 * Q_MAX)
assert abs(balance_normal) < 1e-12
assert abs(balance_umklapp) > 0.01

# Formula against the nonlinear definition, for simple and general branches.
debye = make_modes((SPEED,) * 3)
general = make_modes((18e3, 12e3, 12e3), dispersive=True)
G_TEST = 1e5
worst = 0.0
for modes in (debye, general):
    rn, rr = rates(modes, T_ROOM)
    f = callaway(modes, rn, rr, T_ROOM)
    k_def, u_def = flux_from_definition(modes, rn, rr, T_ROOM, G_TEST)
    k_res, _ = flux_from_definition(modes, rn, rr, T_ROOM, G_TEST, False)
    assert close(k_def, f["total"], 1e-5)
    assert close(k_res, f["rta"], 1e-5)
    assert close(u_def, -G_TEST / T_ROOM * f["I"] / f["J"], 1e-5)
    worst = max(worst, abs(k_def / f["total"] - 1))

# Constant resistive rate, linear dispersion: normal collisions drop out.
rn, rr = rates(debye, T_ROOM)
flat = np.full_like(rr, 3e10)
k_flat, _ = flux_from_definition(debye, rn, flat, T_ROOM, G_TEST)
energy = [np.sum(debye[3] * hbar * debye[1] * planck(debye[1], t))
          for t in (T_ROOM - 0.01, T_ROOM + 0.01)]
C_def = (energy[1] - energy[0]) / 0.02
assert close(k_flat, C_def * SPEED**2 / (3 * 3e10), 1e-5)

# Collision matrices: Callaway's operator and random momentum-conserving ones.
small = make_modes((18e3, 12e3, 12e3), dispersive=True, nodes=60)
rn_s, rr_s = rates(small, T_ROOM)
f_s = callaway(small, rn_s, rr_s, T_ROOM)
root = np.sqrt(small[3] * mode_heat(small[1], T_ROOM))
x_vec, p_vec = root * small[2], root * small[0] / small[1]


def matrix_kappa(normal_matrix, resistive):
    return x_vec @ np.linalg.solve(np.diag(resistive) + normal_matrix, x_vec) / 3


callaway_matrix = (np.diag(rn_s) - np.outer(rn_s * p_vec, rn_s * p_vec)
                   / np.sum(rn_s * p_vec**2))
assert close(matrix_kappa(callaway_matrix, rr_s), f_s["total"], 1e-8)

rng = np.random.default_rng(4)
size = len(p_vec)
unit_p = p_vec / np.linalg.norm(p_vec)
project = np.eye(size) - np.outer(unit_p, unit_p)
random_kappas = []
for scale in (1e6, 1e9, 1e10, 1e11, 1e12, 1e16):
    a = rng.normal(size=(size, size))
    n_matrix = scale * project @ (a @ a.T / size + np.eye(size)) @ project
    value = matrix_kappa(n_matrix, rr_s)
    assert f_s["strong_n"] * (1 - 1e-4) <= value <= f_s["r_only"] * (1 + 1e-8)
    random_kappas.append(value)
assert close(random_kappas[0], f_s["r_only"], 1e-2)
assert close(random_kappas[-1], f_s["strong_n"], 1e-2)

# Vanishing resistance: matrix solution diverges, resistive treatment does not.
weak = [matrix_kappa(callaway_matrix, e * rr_s) for e in (1e-3, 1e-4)]
weak_rta = [np.sum(x_vec**2 / (rn_s + e * rr_s)) / 3 for e in (1e-3, 1e-4)]
divergence, rta_growth = weak[1] / weak[0], weak_rta[1] / weak_rta[0]
assert close(divergence, 10.0, 0.02)
assert close(rta_growth, 1.0, 0.05)

# Worked example and quadrature convergence.
f = callaway(debye, rn, rr, T_ROOM)
fine = make_modes((SPEED,) * 3, nodes=400)
f_fine = callaway(fine, *rates(fine, T_ROOM), T_ROOM)
assert close(f["total"], f_fine["total"], 1e-8)
assert f["strong_n"] <= f["total"] <= f["r_only"]
assert f["total"] > f["rta"]

beta = f["I"] / (f["J"] * SPEED**2)
ref_r = RATE_UMKLAPP + RATE_DEFECT + SPEED / GRAIN
t_c_ref = 1 / (RATE_NORMAL + ref_r)
t_eff_ref = t_c_ref * (1 + beta * RATE_NORMAL)
gradient = -FLUX / f["total"]
u_chip = -gradient / T_ROOM * f["I"] / f["J"]
mean_path = 3 * f["total"] / (f["C"] * SPEED)
longest_path = np.max(debye[2] / rr)

print(f"temperature: {T_ROOM:.0f} K")
print(f"sound speed: {SPEED/1e3:.0f} km/s")
print(f"zone radius: {Q_MAX/1e9:.0f} 1/nm")
print(f"top frequency: {SPEED*Q_MAX/1e12:.0f} rad/ps")
print(f"reference frequency: {OMEGA_REF/1e12:.0f} rad/ps")
print(f"normal rate at reference: {RATE_NORMAL/1e9:.1f} 1/ns")
print(f"umklapp rate at reference: {RATE_UMKLAPP/1e9:.1f} 1/ns")
print(f"defect rate at reference: {RATE_DEFECT/1e9:.1f} 1/ns")
print(f"boundary rate: {SPEED/GRAIN/1e9:.1f} 1/ns")
print(f"umklapp activation temperature: {T_UMKLAPP:.0f} K")
print(f"grain size: {GRAIN*1e6:.0f} um")
print(f"heat capacity: {f['C']/1e6:.4f} J/(cm3 K)")
print(f"integral I: {f['I']/1e6:.4f} J/(cm3 K)")
print(f"v^2 J: {f['J']*SPEED**2/1e15:.4f} J/(cm3 K ns)")
print(f"beta: {beta*1e12:.2f} ps")
print(f"combined time at reference: {t_c_ref*1e12:.2f} ps")
print(f"effective time at reference: {t_eff_ref*1e12:.2f} ps")
print(f"resistive time at reference: {1e12/ref_r:.2f} ps")
print(f"kappa, all resistive: {f['rta']:.1f} W/(m K)")
print(f"Callaway correction: {f['drift']:.1f} W/(m K)")
print(f"kappa, conserving: {f['total']:.1f} W/(m K)")
print(f"kappa, conserving: {f['total']/100:.2f} W/(cm K)")
print(f"ratio conserving/resistive: {f['total']/f['rta']:.3f}")
print(f"strong-normal lower bound: {f['strong_n']:.1f} W/(m K)")
print(f"no-normal upper bound: {f['r_only']:.1f} W/(m K)")
print(f"momentum loss wrongly given to normal: {100*f['n_share']:.1f} %")
print(f"heat flux: {FLUX/1e7:.1f} kW/cm2")
print(f"plate thickness: {THICKNESS*1e6:.0f} um")
print(f"plate drop, all resistive: {FLUX*THICKNESS/f['rta']:.3f} K")
print(f"plate drop, conserving: {FLUX*THICKNESS/f['total']:.3f} K")
print(f"drift velocity: {u_chip:.4f} m/s")
print(f"drift/sound speed: {u_chip/SPEED:.2e}")
print(f"mean phonon path: {mean_path*1e6:.3f} um")
print(f"mean path/thickness: {mean_path/THICKNESS:.5f}")
print(f"longest path/thickness: {longest_path/THICKNESS:.4f}")
print("variants: resistive, conserving [W/(m K)], ratio")
bent = make_modes((SPEED,) * 3, dispersive=True)
split = make_modes((18e3, 12e3, 12e3))
variants = (
    ("sine dispersion", bent, T_ROOM, {}),
    ("speeds 18,12,12 km/s", split, T_ROOM, {}),
    ("both of these", general, T_ROOM, {}),
    ("normal rate linear in omega", debye, T_ROOM, {"normal_power": 1}),
    ("normal rate halved", debye, T_ROOM, {"normal_scale": 0.5}),
    ("normal rate doubled", debye, T_ROOM, {"normal_scale": 2.0}),
    ("no grain boundaries", debye, T_ROOM, {"boundary": 0.0}),
    ("400 K", debye, 400.0, {}),
)
for label, modes, T, options in variants:
    g = callaway(modes, *rates(modes, T, **options), T)
    print(f" {label}: {g['rta']:.0f}, {g['total']:.0f}, {g['total']/g['rta']:.3f}")
print(f"three-phonon imbalance, normal: {abs(balance_normal):.0e}")
print(f"three-phonon imbalance, umklapp: {balance_umklapp:.3f}")
print(f"worst formula/definition error: {worst:.1e}")
print(f"kappa growth, resistance/10: {divergence:.3f}")
print(f"all-resistive growth, same change: {rta_growth:.3f}")
print("PASS")
```

Printed output:

```
temperature: 300 K
sound speed: 13 km/s
zone radius: 17 1/nm
top frequency: 221 rad/ps
reference frequency: 100 rad/ps
normal rate at reference: 20.0 1/ns
umklapp rate at reference: 20.0 1/ns
defect rate at reference: 2.0 1/ns
boundary rate: 1.3 1/ns
umklapp activation temperature: 600 K
grain size: 10 um
heat capacity: 1.0325 J/(cm3 K)
integral I: 0.4532 J/(cm3 K)
v^2 J: 25.6274 J/(cm3 K ns)
beta: 17.68 ps
combined time at reference: 23.09 ps
effective time at reference: 31.26 ps
resistive time at reference: 42.92 ps
kappa, all resistive: 1259.5 W/(m K)
Callaway correction: 451.5 W/(m K)
kappa, conserving: 1711.0 W/(m K)
kappa, conserving: 17.11 W/(cm K)
ratio conserving/resistive: 1.358
strong-normal lower bound: 1006.1 W/(m K)
no-normal upper bound: 2202.4 W/(m K)
momentum loss wrongly given to normal: 43.9 %
heat flux: 1.0 kW/cm2
plate thickness: 300 um
plate drop, all resistive: 2.382 K
plate drop, conserving: 1.753 K
drift velocity: 0.0582 m/s
drift/sound speed: 4.48e-06
mean phonon path: 0.382 um
mean path/thickness: 0.00127
longest path/thickness: 0.0333
variants: resistive, conserving [W/(m K)], ratio
 sine dispersion: 955, 1115, 1.167
 speeds 18,12,12 km/s: 1204, 1628, 1.352
 both of these: 922, 1072, 1.163
 normal rate linear in omega: 1103, 1566, 1.420
 normal rate halved: 1599, 1890, 1.182
 normal rate doubled: 888, 1511, 1.701
 no grain boundaries: 1587, 2071, 1.305
 400 K: 962, 1217, 1.265
three-phonon imbalance, normal: 6e-16
three-phonon imbalance, umklapp: 0.541
worst formula/definition error: 8.9e-10
kappa growth, resistance/10: 9.944
all-resistive growth, same change: 1.010
PASS
```
